# Ordering Two Matched Amplifiers by Noise Measure

## 1. Symmetry and the form of the criterion

Let two amplifiers, A and B, be connected in either order between the same source and load. Write $F_{AB}$ for the noise factor with A first and $F_{BA}$ for the noise factor with B first. The quantity that decides the order is

$$\Delta=F_{BA}-F_{AB}.$$

Exchanging the labels A and B must reverse the sign of $\Delta$. This symmetry, together with two physical facts, nearly fixes its form.

First, uncorrelated noise powers add, so $\Delta$ is linear in the noise that each stage adds. Let $x_i=F_i-1$ be the added noise of stage $i$, referred to its own input and divided by the source noise. It is dimensionless. Secondly, noise from the second stage is referred to the cascade input through the gain of the first stage alone. Stage B therefore contributes $x_B$ when first and $x_Bw(G_A)$ when second, where $w$ is a function of the dimensionless power gain. Hence

$$\Delta=x_B[1-w(G_A)]-x_A[1-w(G_B)].$$

If both brackets are positive, dividing by their product shows that the sign of $\Delta$ is the sign of

$$\frac{x_B}{1-w(G_B)}-\frac{x_A}{1-w(G_A)}.$$

Each term belongs to one stage. The order is thus decided by comparing one number per amplifier, and that number is not the noise factor. It remains to find $w$. Referring an output power to the input means dividing by the power gain, so $w(G)=1/G$. The number is the **noise measure**

$$M=\frac{F-1}{1-1/G}.$$

The result to be proved is that, for $G_A>1$ and $G_B>1$,

$$F_{AB}<F_{BA}\quad\Longleftrightarrow\quad M_A<M_B,$$

even when $F_A>F_B$. The two orders tie when $M_A=M_B$.

## 2. Conventions and assumptions

Both $F$ and $G$ are linear power ratios at one frequency, not decibel values. The gain $G$ is the available gain: available output power divided by available source power. With matched ports it equals the power gain into the matched load.

The noise factor is the total output noise divided by the part due to a source at $T_0=290$ K, with noise generated by the load excluded. In a bandwidth of one hertz the available source noise is $kT_0$, where $k$ is Boltzmann's constant. If a stage adds output noise $N_{\rm add}$ per hertz, then

$$F=\frac{GkT_0+N_{\rm add}}{GkT_0}=1+\frac{N_{\rm add}}{GkT_0}.$$

Solving for the added noise gives

$$N_{\rm add}=(F-1)GkT_0=xGkT_0.$$

Both stages are linear, have $F>1$, and produce noise uncorrelated with that of the source and of the other stage. Source, load and all amplifier ports are matched to the same real reference impedance. Each stage then sees the same source impedance in either position, so its $F$ and $G$ do not change when the order changes.

Reverse transmission need not vanish. Noise leaving the second stage's input travels back to the first stage's output. The matched output does not reflect it. Any part transmitted backwards reaches the matched source and is absorbed, so none returns to the load.

## 3. Proof

Put A first. Source noise reaches the output as $G_AG_BkT_0$. Noise added by A leaves A as $x_AG_AkT_0$ and is then amplified by B. Noise added by B appears directly at the output as $x_BG_BkT_0$. The total is

$$N_{AB}=G_AG_BkT_0+x_AG_AG_BkT_0+x_BG_BkT_0.$$

Dividing by the source part $G_AG_BkT_0$ gives the Friis formula for two stages:

$$F_{AB}=1+x_A+\frac{x_B}{G_A}=F_A+\frac{F_B-1}{G_A}.$$

Exchanging the labels gives

$$F_{BA}=1+x_B+\frac{x_A}{G_B}.$$

The total gain is $G_AG_B$ in both orders. Subtract the first result from the second and group the terms by stage:

$$\begin{aligned}
\Delta&=x_B+\frac{x_A}{G_B}-x_A-\frac{x_B}{G_A}\\
&=x_B\left(1-\frac1{G_A}\right)-x_A\left(1-\frac1{G_B}\right).
\end{aligned}$$

Let $p_i=1-1/G_i$. The definition of noise measure reads $x_i=M_ip_i$, so

$$\begin{aligned}
\Delta&=M_Bp_Bp_A-M_Ap_Ap_B\\
&=p_Ap_B(M_B-M_A).
\end{aligned}$$

Since both gains exceed one, $p_A$ and $p_B$ are positive. Therefore $\Delta$ has the sign of $M_B-M_A$ and vanishes when the measures are equal. This proves the statement. No assumption about which noise factor is larger was used.

The result was tested on 2000 random pairs with noise factors from 1.05 to 5 and gains from 0.3 to 20 dB. The scattering-wave equations of the complete network were solved directly, with nonzero reverse transmission and with correlation between the two noise waves of each stage. The noise factors agreed with the Friis formula, and the smaller measure identified the better first stage. In 281 pairs that stage had the larger noise factor.

## 4. When the noisier stage belongs first

Suppose $F_A>F_B$, so $x_A>x_B>0$. Stage A belongs first when

$$\frac{x_A}{p_A}<\frac{x_B}{p_B}.$$

Multiplying by the positive quantity $p_A/x_B$ gives

$$\frac{x_A}{x_B}<\frac{p_A}{p_B}.$$

The left side exceeds one, so $p_A>p_B$ and hence $G_A>G_B$. Larger gain is necessary, but it is not sufficient: the displayed inequality must hold.

For fixed $F_A$ and fixed stage B, the break-even gain $G_A^*$ follows from $M_A=M_B$:

$$\frac{x_A}{1-1/G_A^*}=M_B.$$

Multiply by the denominator, divide by $M_B$, and solve for the gain:

$$1-\frac1{G_A^*}=\frac{x_A}{M_B},\qquad
G_A^*=\frac1{1-x_A/M_B}.$$

This requires $x_A<M_B$. If $x_A\geq M_B$, every finite gain gives $M_A=x_A/p_A>x_A\geq M_B$, and B belongs first.

Two limits show what the measure does. If both gains are very large, $p_A$ and $p_B$ approach one, the measures approach $F_A-1$ and $F_B-1$, and the noise factors decide. Equal gains give the same ranking at any gain above one, because $p_A=p_B$. If instead the gain of one stage approaches one from above while its added noise stays fixed and nonzero, its measure grows without limit. Once its gain is close enough to one, such a stage belongs after any fixed stage with gain above one: placed first, it adds its noise but hardly reduces the effect of the noise that follows.

The condition on gain cannot be dropped. If one gain is above one and the other below, $p_Ap_B$ is negative and the rule reverses. A matched attenuator with power loss ratio $L$ at temperature $T_0$ has $G=1/L$. In thermal equilibrium its output noise must be $kT_0$, of which $kT_0/L$ comes from the source. It therefore adds $kT_0(1-1/L)$, which gives

$$F=1+\frac{1-1/L}{1/L}=L,\qquad M=\frac{L-1}{1-L}=-1.$$

With a 1.0 dB attenuator and amplifier A of the example below, putting the attenuator first gives $F=1.905$; putting the amplifier first gives $F=1.524$. The smaller measure belongs to the attenuator, yet the attenuator should come second.

## 5. Meaning of the measure and longer cascades

Consider an endless chain of identical stages. The noise of successive stages, referred to the input, is divided by $1,G,G^2,\ldots$. Since $G>1$, the geometric series converges:

$$F_\infty-1=x\left(1+\frac1G+\frac1{G^2}+\cdots\right)
=\frac{x}{1-1/G}=M.$$

The noise measure is thus the excess noise factor of that chain. It charges a stage for its own noise and for its limited ability to suppress later noise. For twelve copies of stage B below, the network calculation gives $F-1=0.5948624$, compared with $M_B=0.5948625$.

A two-stage block has a measure of its own. Its excess noise is

$$F_{AB}-1=M_Ap_A+\frac{M_Bp_B}{G_A}.$$

Its gain factor can be separated in the same way:

$$\begin{aligned}
1-\frac1{G_AG_B}
&=1-\frac1{G_A}+\frac1{G_A}-\frac1{G_AG_B}\\
&=p_A+\frac{p_B}{G_A}.
\end{aligned}$$

Dividing the first expression by the second gives

$$M_{AB}=\frac{p_AM_A+(p_B/G_A)M_B}{p_A+p_B/G_A}.$$

This is a weighted average with positive weights. Cascading matched stages with gains above one therefore cannot give a measure below that of the better stage. With reflections between the stages (Section 7) this bound on the matched-source measures need not hold.

The two-stage result also orders a longer cascade of matched stages whose gains all exceed one. Exchange two neighbouring stages preceded by total gain $g$. Their joint gain is unchanged, so the contributions of all later stages are unchanged. The total noise factor changes by the two-stage difference divided by $g$. If the stage with the larger measure came first, the exchange lowers the noise factor. An order with the lowest noise factor can therefore contain no such neighbouring pair, so its measures do not decrease along the chain. Stages of equal measure may be exchanged freely. A search through all 24 orders of four stages, for 20 random sets with noise factors from 1.1 to 4 and gains from 1 to 15 dB, found this order to be the best each time.

## 6. Worked example at 10 GHz

The parameters are rough, assumed values for two amplifier stages of a 10 GHz receiver. Stage A has a noise figure of 1.8 dB and a gain of 14 dB. Stage B has 1.6 dB and 6 dB. Conversion by $10^{(\mathrm{dB})/10}$ gives

$$F_A=1.5136,\quad G_A=25.119,\quad F_B=1.4454,\quad G_B=3.9811.$$

The gain factors are $p_A=0.9602$ and $p_B=0.7488$. The measures are

$$M_A=\frac{0.5136}{0.9602}=0.5349,\qquad
M_B=\frac{0.44544}{0.74881}=0.5949.$$

Stage A has the larger noise factor but the smaller measure. The two cascade results are

$$F_{AB}=1.5136+\frac{0.4454}{25.119}=1.5313,$$

$$F_{BA}=1.4454+\frac{0.5136}{3.9811}=1.5744.$$

In decibels these are 1.851 and 1.971 dB. The first-stage terms favour B by 0.068, but the second-stage terms, 0.0177 and 0.1290, favour A first by 0.111. The net difference is $\Delta=0.0431$. The total gain is 20 dB in both orders.

The break-even gain of A, with its noise factor and stage B held fixed, is

$$G_A^*=\frac1{1-0.51356/0.59486}=7.32,$$

or 8.64 dB. The assumed 14 dB is well above it.

The equivalent input noise temperature is $T_e=(F-1)T_0$. It is 154.1 K for AB and 166.6 K for BA. With an antenna noise temperature of 50 K, the total input noise temperatures are 204.1 and 216.6 K. For the same signal, AB improves the signal-to-noise ratio by

$$10\log_{10}\frac{216.6}{204.1}\approx0.26\ \text{dB}.$$

This exceeds the 0.12 dB difference in noise figure because the assumed antenna is colder than the 290 K reference source. The better order does not depend on the antenna temperature, which adds equally to both totals.

## 7. Imperfect matching

Reflections between the stages change the noise factor and can change the better order. Let $\Gamma$ be the output reflection coefficient of the first stage and $\Gamma'$ the input reflection coefficient of the second. Keep the source and load matched and neglect reverse transmission. Let $s$ be the source noise wave, $n_1$ the forward noise wave of the first stage, and $c_1,c_2$ the backward and forward noise waves of the second. The forward amplitude gains are $a_1$ and $a_2$, with $G_1=|a_1|^2$ and $G_2=|a_2|^2$ the power gains into a matched load.

The wave $u$ leaving the first stage and the wave $v$ returning to it satisfy

$$u=a_1s+n_1+\Gamma v,\qquad v=\Gamma'u+c_1.$$

Substitute the second equation into the first and collect $u$:

$$(1-\Gamma\Gamma')u=a_1s+n_1+\Gamma c_1.$$

With $D=1-\Gamma\Gamma'$, the output wave is

$$b=a_2u+c_2=\frac{a_2}{D}(a_1s+n_1+\Gamma c_1)+c_2.$$

Multiplying by $D/(a_1a_2)$ refers all terms to the source:

$$\frac{Db}{a_1a_2}=s+\frac{n_1}{a_1}+\frac{\Gamma c_1+Dc_2/a_2}{a_1}.$$

The mean square of the first two terms, divided by $kT_0$, is $F_1$. Therefore

$$F=F_1+\frac{\left\langle|\Gamma c_1+Dc_2/a_2|^2\right\rangle}{G_1kT_0}.$$

For $\Gamma=0$ this returns the Friis formula. Otherwise, correlation between $c_1$ and $c_2$ produces a term of first order in $\Gamma$. The forward noise power is $\langle|c_2|^2\rangle=x_2G_2kT_0$. If the backward noise power is $kT_0$ per hertz and the correlation coefficient has magnitude $|\rho|$, the largest size of this term is

$$\frac{2|\Gamma||\rho|\sqrt{x_2}}{G_1}.$$

Take $|\Gamma|=|\Gamma'|=0.10$, a return loss of 20 dB, and an assumed $|\rho|=0.5$. The term is 0.0180 for BA and 0.0027 for AB. If the phases lower $F_{BA}$ and raise $F_{AB}$, the first-order terms reduce $\Delta$ by 0.0207. A scan over the phases with the full network, holding forward gains and noise waves fixed, gives a smallest difference of 0.0218 instead of 0.0431. The first-order terms thus explain nearly all of the reduction. Under the same assumptions, reflections of magnitude 0.20, a return loss of 14 dB, can remove the advantage of AB at unfavourable phases. This threshold belongs to the assumed noise waves and is not a general matching requirement.

## 8. Loss, temperature and signal level

A matched line of loss ratio $L$ at $T_0$ between the stages has noise factor $L$ and gain $1/L$. The noise factor becomes

$$F=F_1+\frac{L-1}{G_1}+\frac{L(F_2-1)}{G_1}
=F_1+\frac{LF_2-1}{G_1}.$$

Relative to the lossless cascade, the increase is $(L-1)F_2/G_1$. A high-gain first stage suppresses it. For 0.2 dB of loss the results are 1.534 for AB and 1.592 for BA, so $\Delta$ grows from 0.043 to 0.058.

For temperature, assume as a rough model that $T_e$ of a stage is proportional to its absolute temperature. With both stages at 358 K and each gain reduced by 0.01 dB/K, or 0.68 dB in all, the noise factors become 1.660 and 1.736. The difference rises to 0.077. Common heating therefore leaves the order unchanged in this example.

Unequal heating matters more. With both gains and stage B held fixed, heating A multiplies $M_A$ by $T/T_0$. The orders tie at

$$T=T_0\frac{M_B}{M_A},$$

which is 32.5 K above $T_0$. The noise figure of A is then 1.962 dB. An increase of 0.16 dB in A alone thus removes the advantage, whatever its cause. A decrease of 0.14 dB in B alone does the same, and so do opposite errors of about 0.075 dB in the two noise figures. If each noise figure is uncertain by that much, these data do not settle the order.

At 10 GHz and 290 K, replacing the classical thermal noise by the Planck expression without zero-point noise lowers the source noise by 0.083 %. This is negligible here beside the effects above.

The proof concerns small signals. For a rough output compression level of 20 dBm, linear gain predicts that level at an input of 0 dBm in either order. The noise result cannot be used near that input. The signal between the stages would be 14 dBm with A first and 6 dBm with B first, while the output of the second stage is near 20 dBm in both orders. If both stages compress at the same output level, the order that is better for noise therefore runs its first stage 8 dB closer to compression, and the cascade AB compresses somewhat earlier than BA.

## 9. Relation to real devices and use of the result

The noise figures and gains in the example are assumed, not measured. Stage A may be read as a compact amplifier block, and stage B as a stage that gives up gain for bandwidth or stability. Real transistors can break the assumption of perfect matching, because the source impedance for lowest noise generally differs from that for a power match. In the example, reflections of 0.10 can halve the difference between the orders, and reflections of 0.20 can remove it. These figures rest on the assumed backward noise of $kT_0$ and correlation of 0.5; with a backward noise of $0.3kT_0$ and the same correlation coefficient, reflections of 0.20 still leave $\Delta$ at about 0.012 or more. A real circuit needs its own noise-wave data. An ideal isolator at the input of the second stage, with its termination at $T_0$, would give the same backward noise power but no correlation, and so no first-order term.

For implementation, convert the noise figures and gains to linear ratios at each frequency. Then compare

$$(F_A-1)(1-1/G_B)\quad\text{with}\quad(F_B-1)(1-1/G_A).$$

A belongs first if the left side is smaller. This is the sign of $\Delta$ itself, so it also holds when a gain is below one. It assumes a lossless connection: a line of loss ratio $L$ at $T_0$ between the stages adds $(L-1)(F_A/G_B-F_B/G_A)$ to $\Delta$ and can reverse a close comparison. When both gains exceed one it is the same criterion as $M_A<M_B$, but it avoids division by a small number when a gain is close to one. Over a wide band the preferred order may change with frequency, and the choice then depends on how the application weights the band. When the two sides are close, use measured scattering and noise parameters in the full network calculation. The computed values are listed in the numerical output that follows.

## Computed results

```
Random pairs tested: 2000
Pairs with F and M rankings opposed: 281
Frequency: 10.0 GHz
Reference temperature: 290 K
A noise figure, gain: 1.8 dB, 14.0 dB
B noise figure, gain: 1.6 dB, 6.0 dB
A linear F, G: 1.51356, 25.11886 (ratios)
B linear F, G: 1.44544, 3.98107 (ratios)
A factor 1-1/G: 0.96019 (ratio)
B factor 1-1/G: 0.74881 (ratio)
Noise measures A, B: 0.53485, 0.59486 (ratios)
Second-stage term in AB: 0.01773 (ratio)
Second-stage term in BA: 0.12900 (ratio)
Cascade F, AB and BA: 1.53129, 1.57444 (ratios)
Noise figure, AB and BA: 1.851, 1.971 dB
F_BA-F_AB: 0.04315 (ratio)
Noise temperature, AB and BA: 154.08, 166.59 K
Total gain in either order: 20.00 dB
Break-even gain of A: 7.3168 (ratio)
Break-even gain of A: 8.643 dB
Twelve B stages, F-1: 0.5948624 (ratio)
Noise measure of B: 0.5948625 (ratio)
Attenuator loss: 1.0 dB
Attenuator noise measure: -1.000 (ratio)
F, attenuator first: 1.90546 (ratio)
F, amplifier A first: 1.52387 (ratio)
Antenna temperature: 50 K
AB signal-to-noise advantage: 0.258 dB
Noise-wave correlation magnitude: 0.50 (ratio)
Interface reflection magnitude: 0.10 (ratio)
Worst F_BA-F_AB with reflections: 0.02183 (ratio)
Reflection able to flip order: 0.200 (ratio)
Interstage loss: 0.2 dB
F with loss, AB and BA: 1.53401, 1.59236 (ratios)
F_BA-F_AB with loss: 0.05835 (ratio)
Hot stage temperature: 358 K
Gain loss rate per stage: 0.010 dB/K
F when hot, AB and BA: 1.65958, 1.73613 (ratios)
F_BA-F_AB when hot: 0.07655 (ratio)
Heating of A alone at tie: 32.54 K
Noise figure of A at tie: 1.962 dB
Quantum reduction of source noise: 0.0827 %
Rough output compression level: 20.0 dBm
Input at that linear output: 0.0 dBm
```
